# Why harmonic vibrations give no two-dimensional infrared signal

Take two coupled carbonyl stretches with no anharmonicity and evaluate the pathways of a two-dimensional infrared experiment at one set of delays (204, 112 and 296 fs), for the model defined below with $\Delta=0$ and a fixed field lying between the two dipoles, 53° from the first. In units of $m^4$, where $m$ is the transition dipole of one local stretch, ground-state bleach contributes $0.089+0.031i$, stimulated emission $-0.031+0.211i$, and excited-state absorption $0.058+0.242i$. The first two add up to the third. Absorption enters with the opposite sign, so nothing is left to detect, although none of the three contributions is zero by itself.

## The cancellation for any initial state

Atomic units are used, with $\hbar=1$. The molecule does not rotate during the pulse sequence. In mass-weighted normal coordinates a stable quadratic potential gives

$$q_k(t)=q_k\cos\omega_kt+\frac{p_k}{\omega_k}\sin\omega_kt .$$

Bilinear coupling between local modes is already contained in the normal modes. Let the dipole along the field be linear, $\mu=\mu_0+\sum_k\mu'_kq_k$. With $[q_k,p_k]=i$,

$$[\mu(t),\mu(t')]=\sum_k\frac{i\mu_k'^2}{\omega_k}\left(\cos\omega_kt\,\sin\omega_kt'-\sin\omega_kt\,\cos\omega_kt'\right)=-i\sum_k\frac{\mu_k'^2}{\omega_k}\sin\omega_k(t-t').$$

This is a number, not an operator. Linear absorption depends on this one commutator and survives. The third-order response is

$$R=i^3\langle[[[\mu_3,\mu_2],\mu_1],\mu_0]\rangle ,$$

where the subscripts label interactions at times $0$, $t_1$, $t_1+t_2$ and $t_1+t_2+t_3$. The inner commutator is a number, so the next one is zero. No property of the initial state was used, and different polarizations change only the factors $\mu'_k$.

Physically, a linearly driven harmonic oscillator responds in proportion to the force, whatever its present motion. Earlier pulses cannot change its response to later ones.

A numerical test with a random mixed initial state gave a response of $2\times10^{-14}$ relative to the single product $|\langle\mu_3\mu_2\mu_1\mu_0\rangle|$ (each taken at its largest over three sets of delays), which is at the level of numerical error. Adding a quartic term to the potential raised the ratio to 0.050; adding a quadratic term to the dipole instead raised it to 0.077. These two values depend on the size of the added terms. They show that both conditions matter.

## The same result as three pathways

Near resonance, split the dipole into a lowering part $A=\sum_km_ka_k$, with $m_k=\mu'_k/\sqrt{2\omega_k}$, and a raising part $B=A^\dagger$. In the rephasing direction $-\mathbf k_1+\mathbf k_2+\mathbf k_3$, the first field acts through $A$, the next two through $B$, and the signal is read through $A$. Dropping the common factor $i^3$,

$$S=\langle0|[X,A_0]|0\rangle,\qquad X=[[A_3,B_2],B_1].$$

Since $A_0|0\rangle=0$, this equals $-\langle A_0X\rangle$. Expanding,

$$X=A_3B_2B_1-B_2A_3B_1-B_1A_3B_2+B_1B_2A_3 .$$

The last term vanishes on the ground state, leaving

$$S=\underbrace{\langle A_0B_1A_3B_2\rangle}_{\text{bleach}}+\underbrace{\langle A_0B_2A_3B_1\rangle}_{\text{emission}}-\underbrace{\langle A_0A_3B_2B_1\rangle}_{\text{excited absorption}} .$$

Operators to the left of $A_3$ act on the bra. In the bleach term the bra has returned to the ground state before $t_2$ begins. In the emission term both sides hold one quantum during $t_2$. In the last term the ket climbs to two quanta.

For harmonic modes $c_{ij}=[A_i,B_j]$ is a number. Moving $A_3$ to the right gives

$$A_3B_2B_1|0\rangle=c_{32}B_1|0\rangle+B_2A_3B_1|0\rangle=c_{32}B_1|0\rangle+c_{31}B_2|0\rangle .$$

Multiplying by $\langle0|A_0$, excited absorption is $c_{32}c_{01}+c_{31}c_{02}$. Bleach is $c_{01}c_{32}$, because $A_3B_2|0\rangle=c_{32}|0\rangle$, and emission is $c_{02}c_{31}$ for the same reason. For one mode the three weights are $1+1-(\sqrt2)^2=0$.

## Two ways to obtain a signal

If one mode has its second quantum lowered by $\Delta$ while $\mu_{21}$ keeps the value $\sqrt2\mu_{10}$, the 2–1 transition lies at $\omega-\Delta$ and

$$S=2m^4e^{i\omega(t_1-t_3)}\left(1-e^{i\Delta t_3}\right).$$

The signal is zero at $t_3=0$ and grows as the two contributions move out of phase.

If instead the ladder is harmonic but $\mu_{21}=\sqrt2(1+\kappa)\mu_{10}$, both contributions stay at one frequency, with total strength

$$m^4\left[2-2(1+\kappa)^2\right]=-2(2\kappa+\kappa^2)m^4 .$$

For $\kappa=0.05$ this is $-0.205\,m^4$, about a tenth of the bleach and emission together. A cubic term in the dipole produces such a $\kappa$. A quadratic term does not, because on a harmonic ladder it changes the number of quanta only by zero or two. In these two idealized cases of one isolated mode, the nonlinear dipole gives a single unbalanced peak and the anharmonic ladder a balanced pair. With coupled modes a pair can be unbalanced even for a linear dipole, as the example below shows.

## Damping can create a false signal

Let a harmonic mode lose quanta at rate $\Gamma$ to a cold bath:

$$\dot\rho=-i[H,\rho]+\Gamma\left(b\rho b^\dagger-\tfrac12b^\dagger b\rho-\tfrac12\rho b^\dagger b\right).$$

In the rotating frame, the coherences that radiate during $t_3$ obey

$$\dot\rho_{21}=-\tfrac32\Gamma\rho_{21},\qquad \dot\rho_{10}=-\tfrac12\Gamma\rho_{10}+\sqrt2\,\Gamma\rho_{21}.$$

The last term is the transfer of coherence down the ladder. The emitted field is proportional to $\rho_{10}+\sqrt2\rho_{21}$, and

$$\frac{d}{dt}\left(\rho_{10}+\sqrt2\rho_{21}\right)=-\tfrac12\Gamma\rho_{10}+\left(1-\tfrac32\right)\sqrt2\,\Gamma\rho_{21}=-\tfrac12\Gamma\left(\rho_{10}+\sqrt2\rho_{21}\right).$$

If the sum starts at zero, it stays there. It does start at zero: with $\sigma$ the operator just before the third pulse, $\mathrm{Tr}(A[B,\sigma])=\mathrm{Tr}([A,B]\sigma)=m^2\,\mathrm{Tr}\,\sigma$. The trace of $\sigma$ is zero because $\sigma$ evolved from a commutator under trace-conserving dynamics.

Without the transfer term the two parts decay separately. At $t_1=t_2=0$ this leaves

$$2m^4\left(e^{-\Gamma t_3/2}-e^{-3\Gamma t_3/2}\right),$$

or $0.77\,m^4$ at $\Gamma t_3=1$, from a system that should be silent. A simulation code should therefore be run once with a harmonic potential and a linear dipole. If the bath is also harmonic and coupled linearly to the mode, or is represented by a damping term like the one above, a signal beyond numerical error reveals inconsistent relaxation, missing pathways or too small a basis. A bath of two-level systems is itself nonlinear and can give a real signal even when the coupling is linear.

## Two anharmonic carbonyl stretches

The model is

$$H=\sum_i\omega_ib_i^\dagger b_i-\frac\Delta2\sum_ib_i^\dagger b_i^\dagger b_ib_i+J(b_1^\dagger b_2+b_2^\dagger b_1).$$

Terms that create or destroy two quanta together are dropped, which requires $J\ll\omega_1+\omega_2$. The round parameters are $\omega_1=0.2120$ eV, $\omega_2=0.2060$ eV and $J=\Delta=0.0020$ eV ($\Delta$ is written D in the numerical output). The local dipoles have equal length $m$ and make an angle of 60°.

The one-quantum levels are

$$E_{U,L}=0.2090\pm\sqrt{0.0030^2+0.0020^2}\ \text{eV}=0.2126,\ 0.2054\ \text{eV},$$

or 1714.8 and 1656.6 cm$^{-1}$. In the basis $|20\rangle,|02\rangle,|11\rangle$ the two-quantum block is

$$\begin{pmatrix}2\omega_1-\Delta&0&\sqrt2J\\0&2\omega_2-\Delta&\sqrt2J\\\sqrt2J&\sqrt2J&\omega_1+\omega_2\end{pmatrix}.$$

Its levels are called 2L, LU and 2U after their main character.

To see what sets their shifts, write $b_i=\sum_ac_{ia}b_a$, where $a$ runs over L and U. The coefficients are $\pm\cos\theta$ and $\pm\sin\theta$, with $\tan2\theta=2J/(\omega_1-\omega_2)$. Then $b_ib_i|2a\rangle=\sqrt2c_{ia}^2|0\rangle$ and $b_ib_i|LU\rangle=2c_{iL}c_{iU}|0\rangle$. Squaring these amplitudes and multiplying by $\Delta/2$ gives, to first order in $\Delta$, the lowering below the sum of one-quantum energies:

$$\Delta_{aa}=\Delta\sum_ic_{ia}^4=\Delta\left(1-\tfrac12\sin^22\theta\right),\qquad \Delta_{LU}=2\Delta\sum_ic_{iL}^2c_{iU}^2=\Delta\sin^22\theta .$$

Here $\sin^22\theta=0.308$, so the estimates are 0.00169 eV and 0.00062 eV. Diagonalization gives 0.00175 eV for 2L, 0.00161 eV for 2U and 0.00064 eV for LU (14.1, 13.0 and 5.1 cm$^{-1}$). The first-order errors are 3 to 5 percent of these values. The estimate requires $\Delta\ll E_U-E_L$.

Peak strengths follow by inserting eigenstates into $S$. For parallel fields, the average over orientations of four dipole projections is

$$\overline{(\mathbf a\cdot\mathbf e)(\mathbf b\cdot\mathbf e)(\mathbf c\cdot\mathbf e)(\mathbf d\cdot\mathbf e)}=\frac{(\mathbf a\cdot\mathbf b)(\mathbf c\cdot\mathbf d)+(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)+(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)}{15}.$$

Symmetry fixes this form; contracting the field components in two pairs gives $1=C(9+3+3)$, hence the factor $C=1/15$. At $t_2=0$ bleach and emission contribute equally. With $|\mathbf m_L|^2=0.7226\,m^2$, the diagonal L peak has strength $2\times3\times0.7226^2/15=0.209$ in units of $m^4$. The negative peak for excitation $a$ and final state $f$ lies at $E_f-E_a$ and has strength

$$-\sum_b\overline{(\mathbf m_a\cdot\mathbf e)(\mathbf m_b\cdot\mathbf e)(\boldsymbol\mu_{fb}\cdot\mathbf e)(\boldsymbol\mu_{fa}\cdot\mathbf e)} .$$

The main pairs, as detection energy in eV and strength in $m^4$, are:

| Excited, detected | Positive | Negative |
|---|---|---|
| L, L | 0.2054, +0.209 | 0.2036, −0.231 |
| L, U | 0.2126, +0.169 | 0.2120, −0.134 |
| U, L | 0.2054, +0.169 | 0.2048, −0.121 |
| U, U | 0.2126, +0.653 | 0.2110, −0.690 |

Two weak peaks complete the list: L to 2U, with strength −0.013, and U to 2L, with −0.011. A harmonic ladder forbids both, since adding one quantum to L gives 2L or LU. Anharmonicity mixes the two-quantum states and opens these transitions.

At $J=0$ the cross peaks vanish, even though each stretch remains anharmonic. The state $|11\rangle$ is then unshifted, and its absorption cancels the bleach and emission at the same frequency. For $J$ and $\Delta$ both small compared with $|\omega_1-\omega_2|$ the cross shift is approximately $4\Delta J^2/(\omega_1-\omega_2)^2$. Cross peaks in this model therefore need both coupling and anharmonicity.

## What remains balanced

No pair in the table balances by itself, yet the totals do. For excitation at L both signs sum to $0.378\,m^4$, and for excitation at U to $0.822\,m^4$. The reason is that at $t_3=0$ the operators $A_3$ and $B_2$ act at the same time. Their commutator is then a number, provided the dipole is linear, so $S=0$. For any Hamiltonian that conserves the number of quanta, such as this one, $S$ is the sum of the three pathways, and their strengths must therefore cancel. At $t_2=0$ this holds for every $t_1$, and the two distinct frequencies in $t_1$ must balance separately.

The first moment of the strengths along the detection axis measures how fast the signal appears. At $t_1=t_2=0$ it is $i\,dS/dt_3$ at $t_3=0$, in which $A_3$ is replaced by $[A,H]$. The harmonic and coupling terms give something linear, which the later commutators remove. The anharmonic term gives $[b_i,H]\to-\Delta b_i^\dagger b_i^2$. Two commutators with $b_i^\dagger$ turn this into $-2\Delta b_i^\dagger$, and the last, with $b_i$, into $+2\Delta$. Hence, with $m_i$ the projection of local dipole $i$ on the field,

$$M=2\Delta\sum_i\overline{m_i^4}=2(0.0020)\left(\tfrac15+\tfrac15\right)=0.0016\ \text{eV}\,m^4 .$$

$J$ has dropped out. Anharmonicity creates the signal, and coupling distributes it among the peaks.

## Reading the splitting when lines are broad

Consider an isolated absorptive pair of equal and opposite Lorentzians of half-width $\gamma$ and unit height, separated by $\delta=2d$. At distance $u$ from the midpoint,

$$F(u)=\frac{4ud\gamma^2}{P},\qquad P=(u^2+d^2+\gamma^2)^2-4u^2d^2 .$$

The extrema satisfy $P=u\,dP/du$. With $s=u^2$ this becomes

$$3s^2+2(\gamma^2-d^2)s-(\gamma^2+d^2)^2=0,$$

$$s=\tfrac13\left[d^2-\gamma^2+\sqrt{(\gamma^2-d^2)^2+3(\gamma^2+d^2)^2}\right].$$

The apparent splitting is $2\sqrt s$. For $d\gg\gamma$ it tends to $\delta$. For $d\ll\gamma$ it tends to $2\gamma/\sqrt3$, independent of $\delta$, while the height becomes $\delta$ times the steepest slope of one line, $3\sqrt3\,\delta/(8\gamma)$.

With $\gamma=0.0010$ eV, a true splitting of 0.0020 eV appears as 0.0021 eV, which is acceptable. A splitting equal to the cross shift, 0.00064 eV, appears as 0.00127 eV, twice its value, at 39 percent of the single-line height. A splitting of 0.00020 eV appears as 0.00117 eV, already close to the limit of 0.00115 eV. These numbers are for an isolated, equal pair; the cross pairs of the model are unequal and lie on the tails of the stronger diagonal peaks, which shifts their extrema further.

For narrow splittings the anharmonicity should therefore be taken from a joint fit of both signs, with the width and transition strength fixed by independent data. The linear spectrum can supply the width only if all molecules share the same transition frequencies and both lines of the pair are broadened alike. The damping treated above breaks the second condition: $\rho_{21}$ decays at $\tfrac32\Gamma$ and feeds $\rho_{10}$, so for small $\Delta$ the absorptive shape is proportional to $u/[(u^2+\gamma^2)(u^2+9\gamma^2)]$, with $\gamma=\Gamma/2$ the linear half-width. Its extrema lie $1.72\gamma$ apart rather than $2\gamma/\sqrt3$ and are lower than those of the equal pair, so a fit with the linear width underestimates the splitting. A static spread of frequencies acts the other way near the centre of the band: there the linear line is wider than a slice of the two-dimensional spectrum at fixed excitation frequency, and using that width overestimates the splitting. Far out in the wings the slice can be the wider of the two. In the broad-line limit the shape supplies only the product of strength and splitting. The fit should also not force the two strengths of a cross pair to be equal: in the table, which is the rephasing signal at $t_2=0$, they differ by 20 to 30 percent of the positive peak.

## Calculated quantities

```
Full response / largest single term (dimensionless):
  harmonic, linear dipole     2.2e-14
  quartic term in potential   0.0501
  quadratic term in dipole    0.0766
w1 = 0.2120 eV, w2 = 0.2060 eV, J = 0.0020 eV, D = 0.0020 eV
dipole angle = 60 deg, half-width gamma = 0.0010 eV
Pathways at D = 0, t1,t2,t3 = 310,170,450 1/eV, field along (0.6,0.8,0):
  bleach             +0.08896 +0.03099i m^4
  emission           -0.03055 +0.21138i m^4
  excited absorption +0.05841 +0.24236i m^4
Harmonic mode, mu21 = sqrt2(1+k)mu10, k = 0.05: signal -0.2050 m^4
Damped harmonic mode, Gamma*t3 = 1: |signal| = 5.9e-16 m^4
  same without coherence transfer (t1=t2=0): 0.7668 m^4
Mixing angle theta = 16.845 deg, sin^2(2 theta) = 0.3077
E_L = 0.205394 eV (1656.6 cm^-1), |m|^2 = 0.7226 m^2
E_U = 0.212606 eV (1714.8 cm^-1), |m|^2 = 1.2774 m^2
E_2L = 0.409041 eV, shift 0.001748 eV (14.10 cm^-1), first order 0.001692 eV
E_LU = 0.417362 eV, shift 0.000638 eV (5.15 cm^-1), first order 0.000615 eV
E_2U = 0.423597 eV, shift 0.001614 eV (13.02 cm^-1), first order 0.001692 eV
Rephasing peaks, t2 = 0: excitation eV, detection eV, strength m^4
  L, bleach+emission L: 0.205394 0.205394 +0.20889
  L, bleach+emission U: 0.205394 0.212606 +0.16923
  L, absorption to 2L: 0.205394 0.203647 -0.23127
  L, absorption to LU: 0.205394 0.211967 -0.13383
  L, absorption to 2U: 0.205394 0.218203 -0.01302
  L, sums: positive 0.37812, absorption 0.37812 m^4
  U, bleach+emission L: 0.212606 0.205394 +0.16923
  U, bleach+emission U: 0.212606 0.212606 +0.65265
  U, absorption to 2L: 0.212606 0.196435 -0.01130
  U, absorption to LU: 0.212606 0.204756 -0.12050
  U, absorption to 2U: 0.212606 0.210992 -0.69009
  U, sums: positive 0.82188, absorption 0.82188 m^4
First moment along detection = 0.001600 eV m^4
Isolated pair: true splitting eV, apparent eV, height / single-peak height
  0.002000 0.002149 0.8059
  0.000638 0.001271 0.3858
  0.000200 0.001166 0.1289
Limit of apparent splitting 2 gamma/sqrt3 = 0.001155 eV
```
